**Six-valley donor: return probability and its limits**

For six silicon donor valleys of equal energy with coupling −D between every pair, an electron starting in one valley returns with probability P(t) = 1 − (5/9) sin²(3Dt/ħ). Here t is time and ħ is the reduced Planck constant. The program propagates the state with matrix exponentials and asserts this formula, the populations of the other valleys, the spacing of successive minima and the minimum 4/9. For D = 2 meV, the output shows a gap of 12 meV, a frequency of 2.90 THz and a first minimum at 0.172 ps. With unequal couplings, the program asserts the split levels and the three-level return formula, and P falls to 0.0016 within half a beat. A master-equation calculation confirms the relaxation formula, whose late-time limit is 1/6. Further assertions check the estimates of 2s leakage, about 1%, and of the opposite-valley envelope overlap, about 2%.

## Numerical verification

```python
"""
Result under test: a donor electron starts in one of six silicon valleys.
All valleys have equal energy and every pair is coupled by -D. Then
    P(t) = 1 - (5/9) sin^2(3 D t / hbar),
with frequency 6|D|/h (the singlet-quintet gap over h) and minimum 4/9.
P is the probability of finding the electron in its starting valley.
Energies are in meV, times in ps, lengths in nm.
The program also sizes effects outside this model: unequal couplings,
relaxation, temperature, 2s orbitals and overlap of the valley states.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

hbar = const.hbar / const.e * 1e15       # meV ps
planck = 2 * np.pi * hbar                # meV ps
k_boltz = const.k / const.e * 1e3        # meV / K


def populations(hamiltonian, step, count):
    """Propagate basis state 0 and return all populations at each step."""
    propagator = expm(-1j * hamiltonian * step / hbar)
    state = np.zeros(len(hamiltonian), complex)
    state[0] = 1
    history = []
    for _ in range(count):
        history.append(abs(state) ** 2)
        state = propagator @ state
    return np.array(history)


def valley_hamiltonian(opposite, perpendicular):
    """Valley order +x, -x, +y, -y, +z, -z; zero valley energy."""
    h = -perpendicular * np.ones((6, 6))
    for axis in range(3):
        i, j = 2 * axis, 2 * axis + 1
        h[i, i] = h[j, j] = 0
        h[i, j] = h[j, i] = -opposite
    return h


# Equal coupling: spectrum and time evolution
D = 2.0
H = valley_hamiltonian(D, D)
levels, vectors = np.linalg.eigh(H)
assert np.allclose(levels, [-5 * D] + [D] * 5)
gap = levels[1] - levels[0]
period = planck / gap
singlet_weight = vectors[0, 0] ** 2
quintet_weight = np.sum(vectors[0, 1:] ** 2)
assert np.allclose([singlet_weight, quintet_weight], [1 / 6, 5 / 6])

dt = 0.0005
times = np.arange(3001) * dt
pop = populations(H, dt, len(times))
sine2 = np.sin(3 * D * times / hbar) ** 2
assert np.allclose(pop[:, 0], 1 - 5 / 9 * sine2, atol=1e-9)
assert np.allclose(pop[:, 1:], sine2[:, None] / 9, atol=1e-9)
reversed_pop = populations(-H, dt, len(times))
assert np.allclose(reversed_pop[:, 0], pop[:, 0], atol=1e-9)


def return_probability(t):
    return abs(expm(-1j * H * t / hbar)[0, 0]) ** 2


# Locate minima without using the predicted frequency
p = pop[:, 0]
dips = np.where((p[1:-1] < p[:-2]) & (p[1:-1] <= p[2:]))[0] + 1
fits = [minimize_scalar(return_probability, method="bounded",
                        bounds=(times[i] - 2 * dt, times[i] + 2 * dt),
                        options={"xatol": 1e-10}) for i in dips]
dip_times = np.array([fit.x for fit in fits])
dip_values = np.array([fit.fun for fit in fits])
assert len(dips) >= 3
assert np.allclose(np.diff(dip_times), period, rtol=1e-5)
assert np.allclose(dip_values, 4 / 9, atol=1e-9)
others_at_dip = abs(expm(-1j * H * dip_times[0] / hbar)[1:, 0]) ** 2
mean_p = quad(return_probability, 0, period)[0] / period
assert abs(mean_p - 13 / 18) < 1e-8

# Unequal couplings: the quintet splits into T2 and E
gap_T2, gap_E = 12.0, 13.0
Df = gap_E / 6
Dg = (gap_T2 - 4 * Df) / 2
H_split = valley_hamiltonian(Dg, Df)
E_A1, E_T2, E_E = -Dg - 4 * Df, Dg, -Dg + 2 * Df
assert np.allclose(np.linalg.eigvalsh(H_split),
                   sorted([E_A1] + [E_T2] * 3 + [E_E] * 2))
beat = planck / abs(gap_E - gap_T2)
split_times = np.arange(int(beat / 2 / dt) + 1) * dt
split_p = populations(H_split, dt, len(split_times))[:, 0]
split_formula = abs(sum(w * np.exp(-1j * e * split_times / hbar)
                    for w, e in [(1 / 6, E_A1), (1 / 2, E_T2),
                                 (1 / 3, E_E)])) ** 2
assert np.allclose(split_p, split_formula, atol=1e-9)
first_split = np.min(split_p[split_times < 0.3])
deepest = np.argmin(split_p)
assert first_split < 4 / 9 and split_p[deepest] < 0.05
# Complete cancellation when the A1-E gap is twice the A1-T2 gap
unit = 6.0
H_zero = valley_hamiltonian(-unit / 6, unit / 3)
zero_p = abs(expm(-1j * H_zero * np.pi / unit)[0, 0]) ** 2
assert zero_p < 1e-20

# Relaxation of every quintet state to the singlet
lifetime = 10.0
rate = 1 / lifetime
one = np.eye(6)
liouville = -1j / hbar * (np.kron(H, one) - np.kron(one, H.T))
for n in range(1, 6):
    jump = np.outer(vectors[:, 0], vectors[:, n])
    loss = jump.T @ jump
    liouville = liouville + rate * (
        np.kron(jump, jump)
        - 0.5 * np.kron(loss, one) - 0.5 * np.kron(one, loss.T))


def relaxed_return(t):
    return expm(liouville * t)[0, 0].real


for t in [0.1, period / 2, 3.7, 21.0]:
    formula = (1 / 6 + 5 / 9 * np.exp(-rate * t)
               + 5 / 18 * np.exp(-rate * t / 2) * np.cos(gap * t / hbar))
    assert abs(relaxed_return(t) - formula) < 1e-8
relaxed_half = relaxed_return(period / 2)
late_time = 20 * lifetime
relaxed_late = relaxed_return(late_time)
assert abs(relaxed_late - 1 / 6) < 1e-4

# Thermal phonon occupation at the gap energy
phonons = {T: 1 / np.expm1(gap / (k_boltz * T)) for T in (4, 77)}

# Contact central-cell potential acting on hydrogenic 1s and 2s shells
binding = 31.0
norm_1s = quad(lambda r: r**2 * np.exp(-2 * r), 0, np.inf)[0]
norm_2s = quad(lambda r: r**2 * (1 - r / 2)**2 * np.exp(-r), 0, np.inf)[0]
origin_ratio = np.sqrt(norm_1s / norm_2s)   # 2s over 1s at the donor
site = np.array([1, origin_ratio])
H_shells = (np.kron(np.diag([-binding, -binding / 4]), one)
            - D * np.kron(np.outer(site, site), np.ones((6, 6))))
shell_levels = np.linalg.eigvalsh(H_shells)
shell_gap = shell_levels[1] - shell_levels[0]
shell_pop = populations(H_shells, dt, 10001)
leak = np.max(np.sum(shell_pop[:, 6:], axis=1))
mixing = 6 * D * origin_ratio
detuning = 0.75 * binding + 6 * D * (1 - origin_ratio**2)
leak_formula = 4 * mixing**2 / (detuning**2 + 4 * mixing**2) / 6
assert abs(leak / leak_formula - 1) < 2e-3   # finite time grid
shell_min = np.min(shell_pop[:, 0])

# Envelope factor in the overlap of two opposite valley states
lattice, valley_position = 0.543, 0.85
radius_perp, radius_long = 2.5, 1.4
# Opposite valleys differ by 2*0.85; subtract the reciprocal vector (2,0,0)
mismatch = abs(2 * valley_position - 2) * 2 * np.pi / lattice
nodes, weights = np.polynomial.legendre.leggauss(400)
rho, w_rho = 15 * (nodes + 1), 15 * weights
z, w_z = 10 * (nodes + 1), 10 * weights
density = np.exp(-2 * np.sqrt((rho[:, None] / radius_perp)**2
                              + (z[None, :] / radius_long)**2))
measure = density * rho[:, None] * w_rho[:, None] * w_z[None, :]
overlap = np.sum(measure * np.cos(mismatch * z)) / np.sum(measure)
overlap_formula = 1 / (1 + (mismatch * radius_long / 2)**2)**2
assert abs(overlap - overlap_formula) < 1e-5

print(f"Coupling D: {D:.2f} meV")
print(f"Singlet energy relative to e0: {levels[0]:.2f} meV")
print(f"Quintet energy relative to e0: {levels[1]:.2f} meV")
print(f"Singlet-quintet gap: {gap:.2f} meV")
print(f"Singlet weight of starting valley: {singlet_weight:.4f}")
print(f"Quintet weight of starting valley: {quintet_weight:.4f}")
print(f"Oscillation frequency: {1 / period:.3f} THz")
print(f"Oscillation period: {period:.4f} ps")
print(f"Time of first minimum: {dip_times[0]:.4f} ps")
print(f"Spacing of first two minima: {dip_times[1]-dip_times[0]:.4f} ps")
print(f"Minimum return probability: {dip_values[0]:.4f}")
print(f"Each other valley at the minimum: {others_at_dip[0]:.4f}")
print(f"Five other valleys at the minimum: {others_at_dip.sum():.4f}")
print(f"Time-averaged return probability: {mean_p:.4f}")
print(f"Split model, A1-T2 gap: {gap_T2:.1f} meV")
print(f"Split model, A1-E gap: {gap_E:.1f} meV")
print(f"Split model, opposite coupling Dg: {Dg:.3f} meV")
print(f"Split model, perpendicular coupling Df: {Df:.3f} meV")
print(f"Split model, T2-E beat period: {beat:.3f} ps")
print(f"Split model, first minimum of P: {first_split:.4f}")
print(f"Split model, deepest P in half a beat: {split_p[deepest]:.4f}")
print(f"Split model, time of deepest P: {split_times[deepest]:.3f} ps")
print(f"P when A1-E gap is twice A1-T2 gap, at pi: {zero_p:.4f}")
print(f"Assumed quintet lifetime: {lifetime:.1f} ps")
print(f"With relaxation, P at half a period: {relaxed_half:.4f}")
print(f"With relaxation, P at {late_time:.0f} ps: {relaxed_late:.4f}")
for T, number in phonons.items():
    print(f"Thermal energy kT at {T} K: {k_boltz * T:.3f} meV")
    print(f"Phonon occupation at the gap, {T} K: {number:.2e}")
print(f"Effective-mass binding energy: {binding:.1f} meV")
print(f"2s/1s amplitude ratio at donor: {origin_ratio:.4f}")
print(f"Two-shell singlet-quintet gap: {shell_gap:.2f} meV")
print(f"Two-shell largest 2s population: {leak:.4f}")
print(f"Two-shell lowest P in 5 ps: {shell_min:.4f}")
print(f"Lattice constant: {lattice:.3f} nm")
print(f"Valley position: {valley_position:.2f} x 2pi/lattice constant")
print(f"Envelope radius, transverse: {radius_perp:.1f} nm")
print(f"Envelope radius, longitudinal: {radius_long:.1f} nm")
print(f"Opposite-valley wavevector mismatch: {mismatch:.2f} 1/nm")
print(f"Opposite-valley envelope overlap factor: {overlap:.4f}")
print("OK")
```

Printed output:

```
Coupling D: 2.00 meV
Singlet energy relative to e0: -10.00 meV
Quintet energy relative to e0: 2.00 meV
Singlet-quintet gap: 12.00 meV
Singlet weight of starting valley: 0.1667
Quintet weight of starting valley: 0.8333
Oscillation frequency: 2.902 THz
Oscillation period: 0.3446 ps
Time of first minimum: 0.1723 ps
Spacing of first two minima: 0.3446 ps
Minimum return probability: 0.4444
Each other valley at the minimum: 0.1111
Five other valleys at the minimum: 0.5556
Time-averaged return probability: 0.7222
Split model, A1-T2 gap: 12.0 meV
Split model, A1-E gap: 13.0 meV
Split model, opposite coupling Dg: 1.667 meV
Split model, perpendicular coupling Df: 2.167 meV
Split model, T2-E beat period: 4.136 ps
Split model, first minimum of P: 0.4359
Split model, deepest P in half a beat: 0.0016
Split model, time of deepest P: 1.869 ps
P when A1-E gap is twice A1-T2 gap, at pi: 0.0000
Assumed quintet lifetime: 10.0 ps
With relaxation, P at half a period: 0.4373
With relaxation, P at 200 ps: 0.1667
Thermal energy kT at 4 K: 0.345 meV
Phonon occupation at the gap, 4 K: 7.60e-16
Thermal energy kT at 77 K: 6.635 meV
Phonon occupation at the gap, 77 K: 1.96e-01
Effective-mass binding energy: 31.0 meV
2s/1s amplitude ratio at donor: 0.3536
Two-shell singlet-quintet gap: 12.53 meV
Two-shell largest 2s population: 0.0099
Two-shell lowest P in 5 ps: 0.4446
Lattice constant: 0.543 nm
Valley position: 0.85 x 2pi/lattice constant
Envelope radius, transverse: 2.5 nm
Envelope radius, longitudinal: 1.4 nm
Opposite-valley wavevector mismatch: 3.47 1/nm
Opposite-valley envelope overlap factor: 0.0210
OK
```
